How Bismuth Changes the Even-Odd Reversal Length of a Lead Film

**Problem**

A Pb(111) film is treated as a free-electron gas between two flat surfaces. Its layer spacing is d = 0.286 nm. The energy alternates between even and odd numbers of layers N, and the favoured parity reverses every L = 9 layers on average. Ten atomic percent of the Pb is now replaced by Bi. The spacing, the atomic volume and the form of the band are held fixed. Pb contributes four valence electrons per atom and Bi five. What is the new reversal length L'?

**A tempting solution**

The mean electron number per atom rises from 4 to 4.1. At fixed atomic volume the Fermi wavevector varies as the cube root of the density, so

k_F'/k_F = (4.1/4)^(1/3) = 1.00826.

The reversals are an interference effect of electrons at the Fermi level, whose wavelength is 2π/k_F. The reversal length should therefore shrink with that wavelength:

L' = 9/1.00826 = 8.93 layers.

Bismuth would then have almost no effect.

**Where it fails**

The change of k_F is right. The fault is the assumption L ∝ 1/k_F. That would hold if the Fermi wavelength were the one length in the problem, but the film can be sampled only at whole layers, and d stays fixed. The reversal length is a beat between the electron wave and the layer spacing. To see what it depends on, we need the energy as a function of N.

**The energy of the film**

Take hard walls a distance D apart. The standing waves have k_n = nπ/D, with n = 1, 2, …, and each carries a two-dimensional subband. Measure energies in units of ħ²/2m for the moment, so that an energy is a squared wavevector. With spin, each subband has 1/(2π) states per unit area and unit energy. At Fermi level k_F² the areal density σ and grand potential Ω are, with sums over occupied subbands,

σ = (1/2π) Σ (k_F² − k_n²)

Ω = −(1/4π) Σ (k_F² − k_n²)².

The second follows from the first through σ = −∂Ω/∂μ, with μ = k_F².

For a function f(n) that is even in n, Poisson summation gives

Σ_(n≥1) f(n) = ∫₀ f dn − f(0)/2 + 2 Σ_(s≥1) ∫₀ f cos(2πsn) dn.

The first two terms are smooth in D. For σ they give, using dn = (D/π) dk,

σ_smooth = (1/2π)[(D/π)(2k_F³/3) − k_F²/2] = k_F³D/(3π²) − k_F²/(4π).

The film must hold the bulk density k_F³/(3π²) times Nd. Equating the two expressions fixes the width:

D = Nd + 3π/(4k_F).

The extra width compensates for the depletion of electrons near the walls.

For Ω the smooth terms are

Ω_smooth = −(1/4π)[(D/π)(8k_F⁵/15) − k_F⁴/2],

a part linear in D and a constant. Neither alternates with N. The oscillation comes from

I_s = ∫₀^(k_F) g(k) cos(ak) dk, with g = (k_F² − k²)² and a = 2sD.

Integrate by parts three times. The first boundary term vanishes because g(k_F) = 0 and sin 0 = 0. The second vanishes because g' = −4k(k_F² − k²) is zero at both ends. In the third, g'' = 12k² − 4k_F² equals 8k_F² at the upper end, and the sine removes the lower end. Hence

I_s = −8k_F² sin(ak_F)/a³ + (24/a³) ∫₀^(k_F) k sin(ak) dk.

The last integral is −k_F cos(ak_F)/a + sin(ak_F)/a². Its contribution is therefore smaller than the first term by a factor of order 3/(ak_F), and we drop it for k_F D ≫ 1. With a³ = 8s³D³,

Ω_osc = −(1/4π) · 2 · (D/π) Σ_s [−k_F² sin(2s k_F D)/(s³D³)]
= [k_F²/(2π²D²)] Σ_s sin(2s k_F D)/s³.

A real film has a fixed number of electrons, not a fixed Fermi level. Its energy is E = Ω(μ) + μσ, which is stationary in μ. Our choice of D makes the smooth part stationary at the bulk value μ = k_F². The small oscillation of μ therefore enters E at second order, again smaller by a factor of order 1/(k_F D). Restoring units, to leading order,

E_osc = (ħ²/2m) [k_F²/(2π²D²)] Σ_s sin(2s k_F D)/s³.

**Sampling at whole layers**

The largest term is s = 1. Its phase is 2k_F D = 2k_F d N + 3π/2, and sin(θ + 3π/2) = −cos θ, so it is proportional to −cos(2k_F d N).

An even-odd alternation means that 2k_F d lies near an odd multiple of π. The electron count tells us which one. In an fcc crystal with lattice constant a_c, the density is 4Z/a_c³ for Z electrons per atom, and the (111) spacing is d = a_c/√3. Therefore

k_F d = (12π²Z)^(1/3)/√3,

independent of the lattice constant. For Z = 4 this gives 2k_F d = 2.865π, just below 3π. Write

2k_F d = 3π − π/L.

Since cos(3πN) = (−1)^N and sin(3πN) = 0,

cos(2k_F d N) = (−1)^N cos(πN/L)

E_osc ≈ −(ħ²/2m) [k_F²/(2π²D²)] (−1)^N cos(πN/L).

The factor (−1)^N is the alternation. The slow cosine changes sign at N = L/2, 3L/2, 5L/2, …, so successive reversals are L layers apart. This identifies L with the reversal length:

1/L = 3 − 2k_F d/π.

The inverse reversal length is a small difference between two numbers near 3. Differentiating at fixed d,

dL/L = L (2k_F d/π) dk_F/k_F = (3L − 1) dk_F/k_F.

For L = 9 the factor is +26. The tempting solution had used −1, which is wrong in both sign and size.

**The answer**

In the alloy, k_F' = k_F(1 + x/4)^(1/3), where x is the Bi fraction. Insert this in the formula for 1/L, using 2k_F d/π = 3 − 1/L:

1/L' = 3 − (3 − 1/L)(1 + x/4)^(1/3)
= 1/L − (3 − 1/L)[(1 + x/4)^(1/3) − 1].

For L = 9 and x = 0.10:

2k_F d/π = 3 − 0.11111 = 2.88889

2k_F'd/π = 2.88889 × 1.00826 = 2.9128

1/L' = 3 − 2.9128 = 0.0872

**L' ≈ 11.5 layers, or 3.28 nm,** compared with 9 layers, or 2.57 nm, before alloying.

The derivative alone gives 9(1 + 26 × 0.1/12) = 10.95 layers. It falls short because the sensitivity itself grows as L grows.

**Reading the film energies**

The formula can be compared with energies summed directly over the filled subbands at fixed electron number. Call a thickness favoured if E(N+1) + E(N−1) − 2E(N) > 0. The mean spacing between reversals is then 9.00 layers for Pb and 11.46 for the alloy, in agreement with the formula.

In pure Pb odd films are favoured from 5 to 13 layers, even films from 14 to 22, and odd films again from 23. In the alloy the odd range runs from 7 to 17 and the even range from 18 to 28. The first reversal in Pb is at N = 4.83, not at L/2 = 4.5; the third, at 22.55, is close to 22.5. More than half of the first offset comes from the test itself: the second difference acts on an amplitude falling as 1/D², and applied to the leading term alone it already puts the first reversal near 4.7. The rest comes from the terms dropped above. Both effects fall with thickness, so L should be read from the spacing of several reversals and not from the first one.

The energies involved are small. At nine layers D = 2.72 nm, the Fermi energy is 9.59 eV and the area per surface atom is 0.1037 nm². The leading term is

E_osc = −9.59 eV × 0.1037 nm²/(2π² × (2.72 nm)²) ≈ −6.8 meV per surface atom.

The subband sum gives −6.6 meV.

Hard walls are not essential to the spacing. If the surfaces contribute some other constant phase φ, the leading term becomes sin(2k_F d N + φ) = (−1)^N sin(φ − πN/L). Its reversals are displaced, but remain L apart. A finite well of width Nd held at the bulk Fermi level, with a rough work function of 4 eV, gives a spacing of 9.00 layers, with the reversals displaced by 2.1 layers (modulo L) toward thinner films. That well is short of about 0.45 electron per surface atom. Filled to the proper electron number at the same width, it keeps the nine-layer spacing, but the displacement is about 1 layer. The positions of the reversals depend on such details of the surface; the spacing does not.

**When the answer would differ**

The sign of the effect depends on the branch. If 2k_F d were 3π + π/9, the pure film would also show nine-layer reversals, but added electrons would move it away from 3π, and L' would be 7.3 layers. In the fcc geometry that branch needs 5.12 electrons per atom, against 4.10 for the lower one, so four-valent Pb selects the lower.

If enough Bi is added, 2k_F'd reaches 3π. Setting 1/L' = 0 gives

x = 4{[3/(3 − 1/L)]³ − 1} = 0.48.

There the alternation persists without reversing; the subband energies show no reversal up to 179 layers. Beyond this point L' would decrease again. This is a limit of the rigid model, not a prediction that such an alloy keeps the same structure.

The condition of fixed volume can be relaxed in two simple ways. Under isotropic expansion k_F falls as 1/d, so k_F d and L' are unchanged. If the in-plane lattice is clamped, the volume grows as d, k_F falls as d^(−1/3), and k_F d grows as d^(2/3). A normal expansion of 0.5 percent at the same composition then raises L' from 11.5 to 12.9 layers.

**Comparison with a real film**

The spacing and the nine-layer reversal are rough typical values for Pb(111). The free-electron model does not supply the nine: with four electrons in the ideal fcc volume it gives 7.4 layers, and 9.0 with 10 percent Bi. Taking L = 9 as input means using an effective k_F of 15.87 nm⁻¹, equivalent to an atomic volume 2.4 percent below the ideal fcc value. The same sensitivity limits the prediction. An input of 8.5 or 9.5 layers gives L' = 10.7 or 12.3. Real bands are not free-electron bands, and if they made the shift of k_F 20 percent smaller or larger, L' would be 10.9 or 12.1. The result is thus better read as "between about 10.5 and 12.5 layers" for errors of this size taken one at a time. The two errors acting together widen this to about 10 to 13 layers, and clamped expansion can move it further.

With the lattice spacings held fixed, temperature and alloy disorder mainly weaken the oscillation. (Thermal expansion of a clamped film would also change L', as shown above.) Averaging its phase over the thermal width of the Fermi edge multiplies it by

πτ/sinh(πτ), with τ = 2D k_B T/(ħv_F),

where v_F is the Fermi velocity. At 200 K and a thickness of 3.28 nm this is 0.99. The factor counts only the smearing of the Fermi edge. Scattering by phonons, which is strong in Pb, is left out and can weaken the oscillation considerably more at this temperature. For disorder, treat each Bi atom as one extra charge with Thomas–Fermi screening. The Born approximation gives a cross-section S = 0.033 nm². For random mixing the scattering comes from departures from the mean potential, whose variance is proportional to x(1 − x). With the atomic volume v = 0.02965 nm³ the mean free path is then ℓ = v/[x(1 − x)S], about 10 nm. The wave amplitude falls as exp(−path/2ℓ), and the round trip is 2D, so the oscillation is multiplied by exp(−D/ℓ) = exp(−3.28/10), or about 0.7. The Born approximation is rough here, because the s-wave phase shift of such a screened charge is about 1 radian; using the full phase shifts puts the factor between 0.6 and 0.7. In these estimates, which leave out phonon scattering, the reversals of the alloy are weaker but not washed out. A smooth damping factor leaves the zeros of the slow cosine where they are.

The main computed values are collected in the numerical output below.

Computed results

```
layer spacing d: 0.286 nm
Bi atomic fraction x: 0.10
electrons per atom, Pb and alloy: 4.00 4.10
kF pure: 15.867 1/nm
kF alloy: 15.998 1/nm
relative rise of kF: 0.826 percent
Fermi energy pure: 9.59 eV
calibrated atomic volume: 0.02965 nm^3
ideal fcc atomic volume for this d: 0.03039 nm^3
2 kF d / pi, pure: 2.88889
2 kF d / pi, alloy: 2.91277
1/L pure: 0.11111 per layer
1/L alloy: 0.08723 per layer
L pure, input: 9.00 layers = 2.57 nm
L alloy, formula: 11.46 layers = 3.28 nm
L pure, subband sums: 9.00 layers
L alloy, subband sums: 11.46 layers
L alloy, linear estimate: 10.95 layers
first reversals, pure: N = 4.83 13.60 22.55
first reversals, alloy: N = 6.13 17.31 28.70
favoured N up to 30, pure: 4 5 7 9 11 13 14 16 18 20 22 23 25 27 29
favoured N up to 30, alloy: 4 6 7 9 11 13 15 17 18 20 22 24 26 28 29
ideal fcc 2 kF d / pi, Z = 4: 2.8653
ideal fcc L, Z = 4: 7.42 layers
ideal fcc L, Z = 4.1: 9.01 layers
fcc electrons per atom for L = 9, lower branch: 4.10
fcc electrons per atom for L = 9, upper branch: 5.12
upper branch, alloy L, formula: 7.31 layers
upper branch, alloy L, subband sums: 7.31 layers
formal divergence of L at x = 0.480
reversals found there up to N = 179: 0
finite well, work function: 4.0 eV
finite well, L pure: 9.00 layers
finite well, shift of reversals (mod L): 2.08 layers
series error / largest value, N 60-120: 0.0082
surface area per atom: 0.1037 nm^2
E_osc at N = 9, subband sum: -6.59 meV per surface atom
E_osc at N = 9, leading term: -6.80 meV per surface atom
alloy L if pure L is 8.5: 10.66 layers
alloy L if pure L is 9.5: 12.29 layers
alloy L if kF shift is 20 percent smaller: 10.87 layers
alloy L if kF shift is 20 percent larger: 12.13 layers
clamped film, normal expansion: 0.5 percent
clamped film, alloy L, formula: 12.90 layers
clamped film, alloy L, subband sums: 12.89 layers
temperature: 200 K
thermal damping factor at one alloy L: 0.986
Born cross-section per Bi atom: 0.0331 nm^2
alloy mean free path, estimate: 10.0 nm
disorder damping factor at one alloy L: 0.72
```
